# Optical strength of pseudo-direct transitions in a model superlattice, part 1

(Sections cited here and not found follow in the second part.)

## Question: does folding the conduction minimum to Γ make the gap optically direct?

I work with band structures of short-period superlattices. Suppose the host crystal has its valence maximum at Γ and its conduction minimum at the zone boundary X. If I build a superlattice whose period is an even number of layers, the Brillouin zone shrinks and X is mapped onto the zone centre. The band plot then shows both edges at Γ. My understanding is that an indirect transition is weak because the photon cannot supply the crystal momentum. After folding no momentum is missing, so I expect the lowest transition to be about as strong as an ordinary direct one. Is that right? If not, what fixes its strength, and how does it depend on the layer sequence?

## Answer

It is not right. Equal supercell wave vectors remove one selection rule, but they do not make the matrix element large. The strength comes only from weight that the superlattice potential gives both states at the same host wave vector. At first order in the potential, this is the host-Γ character mixed into the X state and the host-X character mixed into the valence state. To leading order the amplitude is linear in the part of that potential that connects Γ and X, and the oscillator strength is quadratic in it. Such a gap is called pseudo-direct. The quadratic law has conditions, and they come out of the derivation. I use a one-dimensional model that can be solved completely. Its parameters are round numbers and do not represent any particular material.

### The quantity that measures strength

Take independent spinless electrons, the dipole approximation (the photon wave vector is neglected), and no phonons or excitons. For light polarised along $x$, the oscillator strength between a valence state $v$ and a conduction state $c$, with $E_{cv}=E_c-E_v$, is defined as
$$f=\frac{2m_e}{\hbar^2}\,E_{cv}\,|\langle c|x|v\rangle|^2 .$$
The position operator is awkward for extended states, but its commutator with $H$ is not. Define $\hat D=i[H,x]$, which is $\hbar$ times the velocity operator. Letting $H$ act to the left on $c$ and to the right on $v$ gives
$$M\equiv\langle c|\hat D|v\rangle=i(E_c-E_v)\langle c|x|v\rangle .$$
Hence $|\langle c|x|v\rangle|^2=|M|^2/E_{cv}^2$, and
$$f=\frac{|M|^2}{(\hbar^2/2m_e)\,E_{cv}} .$$
This last form is the one used for Bloch states. Energies are in eV, lengths in nm, $M$ in eV nm, and $\hbar^2/2m_e=0.038100$ eV nm².

Write $H=H_0+V$, with $H_0$ the host crystal and $V$ the superlattice potential. I assume that $V$ is diagonal in position. Then $[V,x]=0$ and $\hat D=i[H_0,x]$: the velocity operator of the superlattice is that of the host. In the continuum this is the statement that $\hat D=\hbar p/m_e$ for any local potential.

### A host with an indirect gap

Take a chain of sites $x_n=na$, each with an orbital $s$ that is even under reflection and an orbital $p$ that is odd. The position operator is taken as $na$ on both orbitals of site $n$. The on-site energies are $\epsilon_s,\epsilon_p$ and the hoppings are
$$\langle s_n|H_0|s_{n\pm1}\rangle=t_1,\quad \langle s_n|H_0|s_{n\pm2}\rangle=-t_2,\quad \langle p_n|H_0|p_{n\pm1}\rangle=t_p,$$
$$\langle s_n|H_0|p_{n\pm1}\rangle=\pm t_{sp},\qquad \langle p_n|H_0|s_{n\pm1}\rangle=\mp t_{sp}.$$
The sign change of the $s$–$p$ hopping with direction follows from the oddness of $p$. Call $h_{\alpha\beta}(d)=\langle\alpha_n|H_0|\beta_{n+d}\rangle$. For amplitudes proportional to $e^{ikna}$ the Hamiltonian is the matrix $H_{\alpha\beta}(k)=\sum_d h_{\alpha\beta}(d)e^{ikda}$, which gives
$$H_{ss}=\epsilon_s+2t_1\cos ka-2t_2\cos 2ka,\qquad H_{pp}=\epsilon_p+2t_p\cos ka,$$
$$H_{sp}=t_{sp}\left(e^{ika}-e^{-ika}\right)=2i\,t_{sp}\sin ka,\qquad H_{ps}=H_{sp}^* .$$

The velocity has site elements $\langle\alpha_n|i[H_0,x]|\beta_{n+d}\rangle=i\,h_{\alpha\beta}(d)\,(x_{n+d}-x_n)=i\,da\,h_{\alpha\beta}(d)$. Its Bloch matrix is $\sum_d i\,da\,h(d)e^{ikda}$, which is the $k$ derivative of $H(k)$:
$$D(k)=\partial_kH(k),\qquad D_{sp}=2i\,t_{sp}a\cos ka,$$
$$D_{ss}=a(-2t_1\sin ka+4t_2\sin 2ka),\qquad D_{pp}=-2t_pa\sin ka .$$

At Γ ($k=0$) and X ($k=\pi/a$) all the sines vanish. There $H$ is diagonal, so the conduction states are pure $s$ and the valence states pure $p$, and $D$ is purely off-diagonal:
$$D_{sp}(\Gamma)=+iP,\qquad D_{sp}(X)=-iP,\qquad P=2t_{sp}a .$$
The energies are $E_{c\Gamma}=\epsilon_s+2t_1-2t_2$, $E_{cX}=\epsilon_s-2t_1-2t_2$, $E_{v\Gamma}=\epsilon_p+2t_p$ and $E_{vX}=\epsilon_p-2t_p$. Two differences will be the energy denominators:
$$\Delta_c=E_{c\Gamma}-E_{cX}=4t_1,\qquad \Delta_v=E_{v\Gamma}-E_{vX}=4t_p .$$

For $t_1,t_2,t_p>0$ and $E_{cX}>E_{v\Gamma}$ the gap is indirect. The upper eigenvalue of a Hermitian $2\times2$ matrix is the maximum of its expectation values, so $E_c(k)\ge H_{ss}(k)$. With $u=\cos ka$, $H_{ss}=\epsilon_s+2t_1u-2t_2(2u^2-1)$ is concave in $u$, so its minimum lies at $u=\pm1$, and $t_1>0$ selects $u=-1$. Therefore $E_c(k)\ge H_{ss}(X)=E_{cX}$, with equality at X. In the same way $E_v(k)\le H_{pp}(k)\le E_{v\Gamma}$, with equality at Γ. The positive sign of $t_1$ is chosen for this purpose.

The parameters are $a=0.3$ nm, $\epsilon_s=3.2$, $t_1=0.1$, $t_2=0.5$, $\epsilon_p=-2.0$, $t_p=1.0$, $t_{sp}=1.5$ eV. Then $E_{c\Gamma}=3.2+0.2-1.0=2.4$ eV, $E_{cX}=3.2-0.2-1.0=2.0$ eV, $E_{v\Gamma}=0$ and $E_{vX}=-4.0$ eV. The indirect gap is 2.0 eV, the direct gap 2.4 eV, $\Delta_c=0.4$ eV, $\Delta_v=4.0$ eV and $P=0.9$ eV nm. The direct transition at Γ has $|M|=P$, and with $P^2/(\hbar^2/2m_e)=21.26$ eV,
$$f_{\rm host}=\frac{21.26}{2.4}=8.86 .$$
This is the yardstick for a strong direct transition.

### Folding alone gives exactly zero

Let $T$ move every orbital from site $n$ to $n+1$. On amplitudes $e^{ikna}$ it produces $e^{ik(n-1)a}$, so a host Bloch state has $T|k\rangle=e^{-ika}|k\rangle$. A superlattice of period $N$ sites commutes only with $T^N$, whose eigenvalue is written $e^{-iKNa}$. A host state belongs to the supercell wave vector $K$ when $e^{-ikNa}=e^{-iKNa}$, that is when
$$k=k_j=K+\frac{2\pi j}{Na},\qquad j=0,\dots,N-1 .$$
For $K=0$, the point X needs $j=N/2$, so $N$ must be even. For odd $N$, X lands on the supercell zone boundary and the gap stays indirect.

Now set $V=0$ and merely describe the perfect host with a cell of $N$ sites. The eigenstates are the same as before, so the spectrum at $K$ is the union of the host spectra at the $k_j$, and for even $N$ the plot shows a direct gap of 2.0 eV. The elements of $\hat D$ depend only on the site difference $d$, so $T^\dagger\hat DT=\hat D$. Taking the element between $|ck_c\rangle$ and $|vk_v\rangle$,
$$M=\langle ck_c|T^\dagger\hat DT|vk_v\rangle=e^{ik_ca}e^{-ik_va}M .$$
For $k_c-k_v=\pi/a$ this reads $M=-M$, so $M=0$. It could not be otherwise, because the choice of unit cell is a choice of description, and the absorption of the crystal cannot depend on it. In your argument the momentum is no longer missing modulo the small reciprocal vector $2\pi/Na$, but something in the Hamiltonian still has to supply the difference $\pi/a$ between the two host wave vectors, in one step or in several, and only $V$ can. The numerical check tests the union of spectra for $N=2$ to 6 at two values of $K$, and the vanishing of $M$ for the even $N$. For $N=2$ it finds $|M|=1.3\times10^{-17}$ eV nm, which is rounding error.

### An exact expression: common weight at the same host wave vector

Switch on $V$, with on-site values $V^s_n$ and $V^p_n$ of period $N$. An eigenstate at $K=0$ has amplitudes $\psi_{\alpha n}$ of period $N$, normalised over one supercell. Expand them in a discrete Fourier series:
$$\psi_{\alpha n}=\frac1{\sqrt N}\sum_j c_{\alpha j}\,e^{ik_jna},\qquad c_{\alpha j}=\frac1{\sqrt N}\sum_{n=0}^{N-1}e^{-ik_jna}\psi_{\alpha n}.$$
Collect the two orbitals into a spinor $c_j$ for the conduction state and $v_j$ for the valence state. The number $W_c(k_j)=c_j^\dagger c_j$ is the unfolding weight of the state at host wave vector $k_j$, and because the discrete Fourier transform is unitary the weights sum to 1. The matrix element is
$$M=\sum_{n,d,\alpha\beta}\psi^{c\,*}_{\alpha n}\;i\,da\,h_{\alpha\beta}(d)\;\psi^{v}_{\beta,n+d}
=\sum_{jj'}\Big[\frac1N\sum_ne^{i(k_{j'}-k_j)na}\Big]\sum_{\alpha\beta}c^*_{\alpha j}\Big[\sum_d i\,da\,h_{\alpha\beta}(d)e^{ik_{j'}da}\Big]v_{\beta j'} .$$
The first bracket is a geometric sum equal to $\delta_{jj'}$, and the second is $D_{\alpha\beta}(k_{j'})$. So, for any strength of $V$,
$$M=\sum_j c_j^\dagger\,D(k_j)\,v_j .$$
Each term obeys $|c_j^\dagger Dv_j|\le\|c_j\|\,\|D(k_j)\|\,\|v_j\|$ by the Cauchy–Schwarz inequality and the definition of the operator norm (the largest singular value). Therefore
$$|M|\le\sum_j\|D(k_j)\|\sqrt{W_c(k_j)\,W_v(k_j)} .$$
A superlattice transition is a coherent sum of vertical host transitions, and it needs both states to have weight at the same host $k$. In practice this means that the unfolded weights tell you what the folded plot hides. The bound is an upper limit only, since the terms can cancel. The decomposition, the normalisation of the conduction weights and the bound are tested on random potentials of amplitude up to 0.3 eV for $N=4,6,8$.

### First order in the potential

Between normalised Bloch sums the potential has the elements
$$\langle\alpha k|V|\beta k'\rangle=\delta_{\alpha\beta}\,\frac1N\sum_nV^\alpha_n\,e^{-i(k-k')na}.$$
For $k-k'=\pm\pi/a$ the phase is $(-1)^n$ in both cases, so the component joining Γ and X is real:
$$V_Q^\alpha=\frac1N\sum_{n=0}^{N-1}(-1)^nV_n^\alpha .$$

Let $|0\rangle$ be a non-degenerate eigenstate of $H_0$ with energy $E_0$, and write the perturbed state as $|0\rangle+|1\rangle$ with $\langle0|1\rangle=0$. The first-order part of the eigenvalue equation is $(H_0-E_0)|1\rangle=-(V-E^{(1)})|0\rangle$. Projecting on another eigenstate $\mu$ gives $\langle\mu|1\rangle=\langle\mu|V|0\rangle/(E_0-E_\mu)$. Apply this to $|cX\rangle$ and to $|v\Gamma\rangle$ and keep terms linear in $V$ in $M$. The zeroth-order term vanishes. The correction to $c$ meets the unperturbed $|v\Gamma\rangle$, so only its Γ part survives, because $\hat D$ conserves host $k$. The correction to $v$ meets $\langle cX|$, so only its X part survives. With $b$ running over host bands,
$$M^{(1)}=\sum_b\frac{\langle cX|V|b\Gamma\rangle\langle b\Gamma|\hat D|v\Gamma\rangle}{E_{cX}-E_{b\Gamma}}+\sum_b\frac{\langle cX|\hat D|bX\rangle\langle bX|V|v\Gamma\rangle}{E_{v\Gamma}-E_{bX}} .$$
This form holds for any host with non-degenerate edge states and a local $V$. Every term contains $V$ once, and only through the part that changes the host wave vector by $Q=k_X$. In the site model this is the single component $V_Q^\alpha$ for each orbital. In a continuum host it also includes the Fourier components at $Q+G$, with $G$ a reciprocal vector of the host. Scaling $V\to\lambda V$ gives $M\propto\lambda$ and $f\propto\lambda^2$ at leading order. The structure is that of a phonon-assisted indirect transition with a static scatterer in place of the phonon.

In the model, $V$ does not mix orbitals. In the first sum this leaves $b=c$ (the state $s\Gamma$), with $\langle cX|V|c\Gamma\rangle=V_Q^s$, denominator $-\Delta_c$, and $\langle s\Gamma|\hat D|p\Gamma\rangle=+iP$. In the second it leaves $b=v$ (the state $pX$), with $\langle sX|\hat D|pX\rangle=-iP$, $\langle vX|V|v\Gamma\rangle=V_Q^p$, and denominator $+\Delta_v$. Adding,
$$M^{(1)}=\frac{V_Q^s}{-\Delta_c}(iP)+(-iP)\frac{V_Q^p}{\Delta_v}=-iP\left(\frac{V_Q^s}{\Delta_c}+\frac{V_Q^p}{\Delta_v}\right),$$
$$\frac{|M|^2}{P^2}\simeq\left(\frac{V_Q^s}{\Delta_c}+\frac{V_Q^p}{\Delta_v}\right)^2 .$$
The two denominators have opposite signs, and so do $D_{sp}(\Gamma)$ and $D_{sp}(X)$. The two sign changes compensate, so in this model the paths add when $V_Q^s$ and $V_Q^p$ have equal signs and cancel, partly or completely, when they have opposite signs. The relevant quantity is a squared sum of amplitudes, not a sum of squares. The cell average of $V^s$ shifts $s\Gamma$ and $sX$ equally, and likewise for $p$, so it changes $E_{cv}$ but not $\Delta_c$ or $\Delta_v$. The formula is tested against diagonalisation, to 1% of the first-order value, on random weak profiles with $N=4,6,8$.

Two simplifications of the model do not affect the power law. If the layers also modulate the hoppings, both $V$ and $\hat D$ can gain parts at $Q$ that are linear in the modulation, and these can add further linear terms to $M^{(1)}$. They need not do so: if all nearest-neighbour hoppings on a bond are scaled by the same factor, no linear term is added. The two directions of each bond then cancel in $\langle sX|V|s\Gamma\rangle$, in $\langle pX|V|p\Gamma\rangle$ and in the change of $\hat D$ between $sX$ and $p\Gamma$. The element $\langle sX|V|p\Gamma\rangle$ does not cancel, but it is multiplied only by diagonal elements of $D$, which vanish at Γ and X. If the position operator has an on-site element $x_{sp}$ between $s$ and $p$, then $M$ gains $iE_{cv}x_{sp}$ times an on-site $s$–$p$ overlap of the two states. That operator commutes with $T$, so the extra term again needs common weight at one host $k$ and again starts at first order. The coefficients can change in both cases, and their values are not computed here.

Folding alone gives exactly zero strength; at first order, the amplitude is linear in the part of the superlattice potential that connects Γ and X. What remains is to solve the doubled cell exactly, find when the transition becomes strong and how it depends on the layer sequence, and give ways to check a calculated band structure.
